# Orbital-motion-limited ion collection by a negatively charged sphere: a program that tests the result

```python
"""
Orbital-motion-limited (OML) ion current to a negative absorbing sphere.

Result under test:
    I = 4 pi a^2 n e sqrt(kT / (2 pi m)) * (1 + |U_s| / kT)
a: sphere radius, n: ion density far away, T: ion temperature, m: ion mass,
U_s: potential energy of an ion at the surface (negative = attraction),
eta = |U_s|/kT. The result requires that no barrier of the effective
potential outside the sphere turns back ions that could otherwise graze it.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import erf


def thermal_rate(radius, density, kT, mass):
    return 4*np.pi*radius**2*density*np.sqrt(kT/(2*np.pi*mass))


def oml_rate(radius, density, kT, mass, u_surface):
    """Derived formula for an attracted species, particles per second."""
    return thermal_rate(radius, density, kT, mass)*(1 - u_surface/kT)


def rate_from_cross_section(radius, density, kT, mass, u_surface):
    """Quadrature of speed * cross-section over the distant Maxwellian."""
    norm = density*(mass/(2*np.pi*kT))**1.5
    v_low = np.sqrt(max(0.0, 2*u_surface/mass))
    v_high = np.sqrt(v_low**2 + 100*kT/mass)

    def integrand(v):
        energy = mass*v*v/2
        area = np.pi*radius**2*(1 - u_surface/energy)
        return 4*np.pi*v**3*area*norm*np.exp(-energy/kT)
    return quad(integrand, v_low, v_high, epsabs=0, epsrel=1e-10, limit=200)[0]


def rate_from_surface_flux(radius, density, kT, mass, u_surface):
    """Inward flux at the surface of the Liouville-mapped distribution."""
    norm = density*(mass/(2*np.pi*kT))**1.5
    v_low = np.sqrt(-2*u_surface/mass)
    v_high = np.sqrt(v_low**2 + 100*kT/mass)

    def integrand(v):
        return np.pi*v**3*norm*np.exp(-(mass*v*v/2 + u_surface)/kT)
    flux = quad(integrand, v_low, v_high, epsabs=0, epsrel=1e-10, limit=200)[0]
    return 4*np.pi*radius**2*flux


def critical_impact(depth, screening, start, low, high):
    """Critical b from Newton's equations; sphere radius, mass, energy = 1.

    Potential energy: -depth * exp(-(r-1)/screening) / r.
    """
    def motion(t, y):
        r = np.hypot(y[0], y[1])
        pull = depth*np.exp(-(r - 1)/screening)*(1/r**2 + 1/(screening*r))
        return [y[2], y[3], -pull*y[0]/r, -pull*y[1]/r]

    def turning(t, y):
        return y[0]*y[2] + y[1]*y[3]
    turning.terminal = True
    turning.direction = 1

    def gap(b):
        path = solve_ivp(motion, (0, 4*start), [-start, b, np.sqrt(2), 0],
                         method="DOP853", rtol=1e-9, atol=1e-10,
                         events=turning, max_step=1.0)
        assert path.status == 1, "no closest approach found"
        x, y = path.y_events[0][0][:2]
        return np.hypot(x, y) - 1
    return brentq(gap, low, high, xtol=1e-6)


def barrier_limited_ratio(eta, shape, rho_max):
    """Current over thermal current with the smallest allowed b^2 at each energy.

    shape(rho) = U(r)/U_s with rho = r/a; x = E/kT.
    """
    rho = np.geomspace(1, rho_max, 3000)
    x = np.geomspace(1e-7, 45, 1200)
    attraction = eta*rho**2*shape(rho)
    x_times_area = np.array([np.min(rho**2*xi + attraction) for xi in x])
    return trapezoid(x_times_area*np.exp(-x)*x, np.log(x))


def yukawa(screening_over_radius):
    return lambda rho: np.exp(-(rho - 1)/screening_over_radius)/rho


def drift_ratio(eta, s):
    """Closed form for drift speed s in units of sqrt(2kT/m)."""
    mean_c = (s + 1/(2*s))*erf(s) + np.exp(-s*s)/np.sqrt(np.pi)
    return np.sqrt(np.pi)/2*(mean_c + eta*erf(s)/s)


def drift_ratio_quadrature(eta, s):
    """Same ratio from the three-dimensional shifted Maxwellian."""
    node, weight = np.polynomial.legendre.leggauss(240)
    c_low, c_high = max(0.0, s - 7), s + 7
    c = c_low + (c_high - c_low)*(node + 1)/2
    wc = weight*(c_high - c_low)/2
    C, MU = np.meshgrid(c, node, indexing="ij")
    f = np.pi**-1.5*np.exp(-(C**2 + s**2 - 2*C*s*MU))
    total = wc @ (2*np.pi*C**2*f*(C + eta/C)) @ weight
    return total*np.sqrt(np.pi)/2


# ---------------- example inputs (SI inside the program) ----------------
radius = 1e-6
phi_s = -7.0
density = 1e15
temp_ion = 300.0
te_ev = 3.0
pressure = 5e-3*sc.torr
b_field = 0.03
sigma_cx = 1e-18            # rough ion-neutral cross-section
mass_ion = 39.948*sc.atomic_mass
kT = sc.k*temp_ion
kTe = te_ev*sc.e
u_s = sc.e*phi_s
eta = -u_s/kT

# ---------------- tests: capture of single ions ----------------
b_graze = critical_impact(3.0, 10.0, 150.0, 1.5, 2.5)
b_graze_formula = np.sqrt(1 + 3.0)
assert abs(b_graze - b_graze_formula) < 1e-4

b_barrier = critical_impact(20.0, 1.0, 40.0, 3.0, 5.0)
rho_grid = np.geomspace(1, 40, 20000)
b_barrier_formula = np.sqrt(np.min(rho_grid**2*(1 + 20*yukawa(1.0)(rho_grid))))
b_no_barrier = np.sqrt(1 + 20.0)
assert abs(b_barrier - b_barrier_formula) < 1e-4
assert b_barrier < 0.95*b_no_barrier

# ---------------- tests: Maxwellian current ----------------
for test_eta in (0.0, 0.5, 5.0, eta):
    args = (radius, density, kT, mass_ion, -test_eta*kT)
    formula = oml_rate(*args)
    assert abs(rate_from_cross_section(*args)/formula - 1) < 1e-7
    assert abs(rate_from_surface_flux(*args)/formula - 1) < 1e-7

electron_rate = (thermal_rate(radius, density, kTe, sc.m_e)
                 * np.exp(phi_s/te_ev))
electron_quad = rate_from_cross_section(radius, density, kTe, sc.m_e, -u_s)
assert abs(electron_quad/electron_rate - 1) < 1e-7

# ---------------- tests: condition for no barrier ----------------
# Tolerance 1e-4 covers the trapezoid error of the energy grid.
power_ratio = {}
for p in (1, 2, 3):
    power_ratio[p] = barrier_limited_ratio(eta, lambda q: q**-float(p), 1e4)/(1+eta)
assert abs(power_ratio[1] - 1) < 1e-4
assert abs(power_ratio[2] - 1) < 1e-4
assert power_ratio[3] < 0.9

# ---------------- tests: drifting ions ----------------
s_bohm = np.sqrt(kTe/(2*kT))
for s in (0.1, 1.0, s_bohm):
    assert abs(drift_ratio_quadrature(eta, s)/drift_ratio(eta, s) - 1) < 1e-7
assert abs(drift_ratio(eta, 1e-3)/(1 + eta) - 1) < 1e-5

# ---------------- example results ----------------
i_thermal = sc.e*thermal_rate(radius, density, kT, mass_ion)
ion_rate = oml_rate(radius, density, kT, mass_ion, u_s)
i_oml = sc.e*ion_rate
v_thermal = np.sqrt(2*kT/mass_ion)


def current_balance(phi):
    electrons = thermal_rate(radius, density, kTe, sc.m_e)*np.exp(phi/te_ev)
    return electrons - oml_rate(radius, density, kT, mass_ion, sc.e*phi)


phi_float = brentq(current_balance, -30, -0.01)

lam_i = np.sqrt(sc.epsilon_0*kT/(density*sc.e**2))
lam_e = np.sqrt(sc.epsilon_0*kTe/(density*sc.e**2))
lam = 1/np.sqrt(1/lam_i**2 + 1/lam_e**2)


def barrier_loss(a):
    reach = max(40*lam/a, 100.0)
    free = barrier_limited_ratio(eta, lambda q: 1/q, reach)
    return 1 - barrier_limited_ratio(eta, yukawa(lam/a), reach)/free


loss_small = barrier_loss(radius)
big_radius = 40e-6
loss_big = barrier_loss(big_radius)
assert 0 < loss_small < 0.05 < loss_big

mean_free_path = sc.k*temp_ion/(pressure*sigma_cx)


def collision_extra(screening):
    """Capture radius for cold new ions and extra current over OML current."""
    def excess(r):
        return np.log(eta*radius/r) - (r - radius)/screening - np.log(1.5)
    r0 = brentq(excess, radius, 100*screening)
    return r0, 4/3*r0**3/(radius**2*mean_free_path)/(1 + eta)


r0, extra = collision_extra(lam)
r0_long, extra_long = collision_extra(1.5*lam)
gyro_ion = mass_ion*v_thermal/(sc.e*b_field)
gyro_electron = sc.m_e*np.sqrt(2*kTe/sc.m_e)/(sc.e*b_field)

print("INPUTS")
print(f"grain radius = {radius*1e6:.1f} um")
print(f"surface potential = {phi_s:.1f} V")
print(f"plasma density = {density*1e-6:.1e} cm^-3")
print(f"ion and gas temperature = {temp_ion:.0f} K")
print(f"electron temperature = {te_ev:.1f} eV")
print(f"argon ion mass = {mass_ion:.4e} kg")
print(f"pressure = {pressure/sc.torr*1e3:.1f} mTorr")
print(f"magnetic field = {b_field*1e3:.0f} mT")
print(f"rough ion-neutral cross-section = {sigma_cx*1e4:.0e} cm^2")
print("MAIN RESULT")
print(f"ion thermal energy kT = {kT/sc.e:.5f} eV")
print(f"eta = |U_s|/kT = {eta:.2f} (no unit)")
print(f"one-way speed sqrt(kT/2 pi m) = {np.sqrt(kT/(2*np.pi*mass_ion)):.2f} m/s")
print(f"thermal current = {i_thermal*1e12:.4f} pA")
print(f"enhancement 1+eta = {1+eta:.2f} (no unit)")
print(f"OML ion current = {i_oml*1e12:.2f} pA")
print(f"OML ion arrival rate = {ion_rate:.3e} ions/s")
print(f"capture radius at E=kT = {radius*np.sqrt(1+eta)*1e6:.2f} um")
print(f"electron/ion current at chosen potential = {electron_rate/ion_rate:.3f}")
print(f"floating potential from OML balance = {phi_float:.2f} V")
print("TRAJECTORY TESTS (sphere radius = 1, ion energy = 1)")
print(f"depth 3, screening 10: critical b, orbit = {b_graze:.5f} radii")
print(f"  critical b, grazing formula = {b_graze_formula:.5f} radii")
print(f"depth 20, screening 1: critical b, orbit = {b_barrier:.5f} radii")
print(f"  critical b, barrier minimum = {b_barrier_formula:.5f} radii")
print(f"  grazing formula, barrier ignored = {b_no_barrier:.5f} radii")
print("BARRIERS")
for p in (1, 2, 3):
    print(f"U ~ r^-{p}: current / OML current = {power_ratio[p]:.4f}")
print(f"linear screening length = {lam*1e6:.2f} um")
print(f"screened barrier loss, this grain = {100*loss_small:.2f} %")
print(f"screened barrier loss, {big_radius*1e6:.0f} um grain = {100*loss_big:.1f} %")
print("ION DRIFT (same surface potential)")
print(f"speed sqrt(2kT/m) = {v_thermal:.1f} m/s")
print(f"current / OML at that drift = {drift_ratio(eta, 1.0)/(1+eta):.3f}")
print(f"Bohm speed = {s_bohm*v_thermal:.0f} m/s")
print(f"current / OML at Bohm drift = {drift_ratio(eta, s_bohm)/(1+eta):.3f}")
print("COLLISIONS AND MAGNETIC FIELD (estimates)")
print(f"ion mean free path = {mean_free_path*1e3:.2f} mm")
print(f"trapping radius R0 = {r0*1e6:.1f} um")
print(f"extra collisional current / OML = {extra:.2f}")
print(f"R0 with 1.5 times longer screening = {r0_long*1e6:.1f} um")
print(f"extra current / OML with longer screening = {extra_long:.2f}")
print(f"ion gyroradius = {gyro_ion*1e3:.2f} mm")
print(f"electron gyroradius = {gyro_electron*1e3:.3f} mm")
print("success")
```

It prints:

```
INPUTS
grain radius = 1.0 um
surface potential = -7.0 V
plasma density = 1.0e+09 cm^-3
ion and gas temperature = 300 K
electron temperature = 3.0 eV
argon ion mass = 6.6335e-26 kg
pressure = 5.0 mTorr
magnetic field = 30 mT
rough ion-neutral cross-section = 1e-14 cm^2
MAIN RESULT
ion thermal energy kT = 0.02585 eV
eta = |U_s|/kT = 270.77 (no unit)
one-way speed sqrt(kT/2 pi m) = 99.69 m/s
thermal current = 0.2007 pA
enhancement 1+eta = 271.77 (no unit)
OML ion current = 54.55 pA
OML ion arrival rate = 3.405e+08 ions/s
capture radius at E=kT = 16.49 um
electron/ion current at chosen potential = 1.037
floating potential from OML balance = -7.08 V
TRAJECTORY TESTS (sphere radius = 1, ion energy = 1)
depth 3, screening 10: critical b, orbit = 2.00000 radii
  critical b, grazing formula = 2.00000 radii
depth 20, screening 1: critical b, orbit = 4.13322 radii
  critical b, barrier minimum = 4.13322 radii
  grazing formula, barrier ignored = 4.58258 radii
BARRIERS
U ~ r^-1: current / OML current = 1.0000
U ~ r^-2: current / OML current = 1.0000
U ~ r^-3: current / OML current = 0.2599
linear screening length = 37.64 um
screened barrier loss, this grain = 0.13 %
screened barrier loss, 40 um grain = 86.0 %
ION DRIFT (same surface potential)
speed sqrt(2kT/m) = 353.4 m/s
current / OML at that drift = 0.749
Bohm speed = 2692 m/s
current / OML at Bohm drift = 0.141
COLLISIONS AND MAGNETIC FIELD (estimates)
ion mean free path = 6.21 mm
trapping radius R0 = 49.6 um
extra collisional current / OML = 0.10
R0 with 1.5 times longer screening = 61.7 um
extra current / OML with longer screening = 0.19
ion gyroradius = 4.88 mm
electron gyroradius = 0.195 mm
success
```
